# Oxygen-Pressure Law for Doubly Ionised Vacancies Compensated by Free Electrons

A calculation that turns the formation energy of a charged vacancy into a vacancy density at a given oxygen pressure must first decide what sets the Fermi level. If the oxide is thick enough to be neutral and its vacancies supply the electrons, the Fermi level follows from charge balance. If electrodes hold it fixed, as they can in a thin gate film, it is an input. When nearly all the vacancies are doubly ionised, the first choice gives a density varying as \(p^{-1/6}\), the second as \(p^{-1/2}\). A hundredfold rise in oxygen pressure then lowers the density by a factor of 2.2 or of 10.

## Setting and theorem

Let \(V_2\), \(V_1\) and \(V_0\) be the densities of doubly ionised, singly ionised and neutral oxygen vacancies, and \(n\) the density of conduction electrons. The charges \(+2e\), \(+e\) and 0 are counted relative to the perfect crystal. The oxide exchanges oxygen with a gas of O\(_2\) at partial pressure \(p\):

\[
\mathrm{O\ on\ its\ site}\;\rightleftharpoons\;\text{vacancy}^{2+}+2e^-+\tfrac12\,\mathrm{O_2}.
\]

Let \(G\) be the free energy of this reaction when both electrons are placed at the conduction edge \(E_C\) and the gas is at \(p_0=1\) bar. The entropy of choosing the vacant site is left out of \(G\) and counted separately. The density of oxygen sites is \(N_s\), the Fermi level is \(E_F\), and \(m\) is the effective mass of a parabolic conduction band.

**Theorem.** Assume that

1. oxygen exchange is in equilibrium at fixed temperature \(T\), and the gas is ideal;
2. vacancies are dilute and do not interact, so that \(G\) is independent of their density;
3. electrons are non-degenerate, \(E_C-E_F\gg kT\);
4. the oxide is locally neutral, and the charge balance reduces to \(n=2V_2\).

Then

\[
V_2=\left(\frac K4\right)^{1/3}p^{-1/6},\qquad n=(2K)^{1/3}p^{-1/6},
\]

\[
K=N_sN_c^2e^{-G/kT}p_0^{1/2},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

Assumption 4 excludes significant charge on singly ionised vacancies, holes and fixed impurities. Propositions 1 and 2 admit singly ionised vacancies and fixed acceptors in turn, and Proposition 3 gives up neutrality. Holes are neglected in all three, which requires a wide gap and a Fermi level well above its middle.

## Three lemmas

**Lemma 1 (gas).** The oxygen released by one vacancy has chemical potential

\[
\mu_{\mathrm O}(p)=\mu_{\mathrm O}(p_0)+\tfrac12kT\ln\frac p{p_0}.
\]

*Proof.* At fixed temperature the chemical potential of a one-component gas obeys \(d\mu_{\mathrm{O_2}}=v\,dp\), where \(v\) is the volume per molecule. For an ideal gas \(v=kT/p\). Integration from \(p_0\) to \(p\) gives \(kT\ln(p/p_0)\) per molecule. One vacancy releases one atom, which is half a molecule. ∎

**Lemma 2 (vacancies).** In the dilute limit

\[
V_2=N_s\exp\left[-\frac{G+\frac12kT\ln(p/p_0)+2(E_F-E_C)}{kT}\right].
\]

*Proof.* Consider \(M\) oxygen sites, \(N\) of them vacant. Apart from site counting, one more vacancy costs

\[
g=G+\tfrac12kT\ln\frac p{p_0}+2(E_F-E_C).
\]

The second term is the gas correction of Lemma 1. The third arises because \(G\) places the electrons at \(E_C\), whereas the free energy of adding an electron to the electron system is its chemical potential \(E_F\). The sites can be chosen in \(M!/[N!(M-N)!]\) ways. Stirling's formula \(\ln N!\simeq N\ln N-N\) gives

\[
\frac{d}{dN}\ln\frac{M!}{N!(M-N)!}=-\ln N+\ln(M-N).
\]

The total free energy is stationary when its derivative vanishes:

\[
g-kT\ln\frac{M-N}{N}=0,
\qquad\text{so}\qquad
\frac N{M-N}=e^{-g/kT}.
\]

For \(N\ll M\) the denominator is \(M\). Division by the volume gives the lemma. ∎

**Lemma 3 (electrons).** For non-degenerate electrons \(n=N_c\,e^{(E_F-E_C)/kT}\).

*Proof.* With both spins included, the density of states at energy \(\epsilon\) above the edge is \((2m/\hbar^2)^{3/2}\sqrt\epsilon/(2\pi^2)\). Under assumption 3 the Fermi function reduces to \(e^{(E_F-E_C-\epsilon)/kT}\). Hence

\[
n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
e^{(E_F-E_C)/kT}\int_0^\infty\sqrt\epsilon\,e^{-\epsilon/kT}d\epsilon .
\]

The integral is \(\frac{\sqrt\pi}{2}(kT)^{3/2}\), so the prefactor is

\[
\frac{1}{4\pi^{3/2}}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
=\frac{(4\pi)^{3/2}}{4\pi^{3/2}}\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}=N_c,
\]

because \((4\pi)^{3/2}=8\pi^{3/2}\). ∎

## Proof of the theorem

Lemma 3 gives \(e^{-2(E_F-E_C)/kT}=N_c^2/n^2\). Inserted in Lemma 2, with \(e^{-\frac12\ln(p/p_0)}=(p_0/p)^{1/2}\), this yields

\[
V_2=N_se^{-G/kT}\left(\frac{p_0}{p}\right)^{1/2}\frac{N_c^2}{n^2},
\qquad\text{or}\qquad
V_2\,n^2\,p^{1/2}=K .
\]

This mass-action relation does not use neutrality. Substituting \(n=2V_2\) gives

\[
4V_2^3=Kp^{-1/2},
\]

and the cube root is the stated \(V_2\). Doubling it gives \(n=2(K/4)^{1/3}p^{-1/6}=(2K)^{1/3}p^{-1/6}\), since \(8/4=2\). ∎

**Remark (the origin of one sixth).** The half comes from releasing half a molecule. The third comes from feedback: each vacancy adds two electrons, which raise the Fermi level and make the next vacancy more costly. From \(n\propto p^{-1/6}\), a pressure ratio \(R\) lowers \(E_F\) by \(\frac16kT\ln R\). The cost \(g\) therefore rises by \(\frac12kT\ln R\) from the gas and falls by \(\frac26kT\ln R\) from the electrons. The net rise is \(\frac16kT\ln R\), one third of the gas term.

**Remark (a count without a Fermi level).** In a neutral crystal of volume \(\Omega\) with \(N\) vacancies and \(2N\) free electrons, the statistical weight is

\[
W_N=\frac{M!}{N!(M-N)!}\,\frac{(N_c\Omega)^{2N}}{(2N)!}\,
e^{-NG/kT}\left(\frac{p_0}{p}\right)^{N/2}.
\]

For \(1\ll N\ll M\), setting \(W_{N+1}/W_N=1\) gives

\[
\frac MN\,\frac{(N_c\Omega)^2}{(2N)^2}\,e^{-G/kT}\left(\frac{p_0}{p}\right)^{1/2}=1 .
\]

Division of all numbers by \(\Omega\) turns this into \(4V_2^3=Kp^{-1/2}\) again. The factor 4 is the square of the two electrons per vacancy.

## A worked case

Take a model wide-gap oxide with \(T=1200\) K, \(G=4.0\) eV, \(N_s=5.0\times10^{22}\) cm\(^{-3}\) and \(m\) equal to the free-electron mass. These are round parameters, not those of a named material. Then \(kT=0.1034\) eV, \(G/kT=38.68\) and \(N_c=2.01\times10^{20}\) cm\(^{-3}\). With pressure in bar,

\[
K=(5.0\times10^{22})(2.0075\times10^{20})^2e^{-38.682}
=3.20\times10^{46}\ \mathrm{cm^{-9}\,bar^{1/2}}.
\]

At \(p=10^{-6}\) bar, \(p^{-1/2}=10^3\) bar\(^{-1/2}\), so

\[
V_2=\left(\frac{3.20\times10^{49}}4\right)^{1/3}\mathrm{cm^{-3}}
=2.00\times10^{16}\ \mathrm{cm^{-3}},
\]

and \(n=4.00\times10^{16}\) cm\(^{-3}\). The Fermi level lies \(kT\ln(N_c/n)=0.88\) eV below the conduction edge, about \(8.5\,kT\), and fewer than one oxygen site in a million is vacant. The electrons are non-degenerate and the vacancies dilute. The charges still interact weakly: for a relative permittivity of 20, Debye–Hückel screening would raise \(V_2\) by about 2%.

The explicit sum over \(N\) with the weights \(W_N\), for a cube of edge 0.5 µm, gives the same density to the digits quoted here and an exponent of \(-0.1667\) between \(10^{-6}\) and \(10^{-4}\) bar. The sum takes the gas term and \(N_c\) as given by Lemmas 1 and 3, but uses neither mass action nor a Fermi level. It therefore tests the steps that lead from these two lemmas to the law.

A tenfold pressure rise multiplies \(V_2\) by 0.68. Halving \(V_2\) takes a factor of \(2^6=64\) in pressure. Oxygen pressure is thus a weak control on the vacancy density in this regime.

## When vacancies capture one electron

**Proposition 1.** Let \(D_1\) be the energy by which a doubly ionised vacancy binds one electron, measured from \(E_C\), and let the bound electron have two spin states. If \(n=2V_2+V_1\) and \(f=V_1/n\), then

\[
\frac{V_1}{V_2}=\frac{2n}{N_c}e^{D_1/kT},\qquad
\frac{d\ln V_2}{d\ln p}=-\frac12+\frac1{3-f}.
\]

*Proof.* Compared with the doubly ionised state, the singly ionised one keeps an electron at energy \(E_C-D_1\) that would otherwise be at chemical potential \(E_F\). Its relative weight is \(2e^{(E_F-E_C+D_1)/kT}\), and Lemma 3 turns this into the first formula.

Write \(a=d\ln n/d\ln p\) and \(b=d\ln V_2/d\ln p\). Mass action gives \(b+2a+\frac12=0\). Since \(V_1\propto nV_2\), its logarithmic derivative is \(a+b\). Differentiating the charge balance and dividing by \(n\) gives

\[
a=(1-f)b+f(a+b)=b+fa,
\]

so \(b=(1-f)a\). Mass action then becomes \((3-f)a=-\frac12\), and

\[
b=-\frac12-2a=-\frac12+\frac1{3-f}. \qquad ∎
\]

At \(f=0\) the exponent is \(-1/6\). At \(f=1\) it is zero: the density of doubly ionised vacancies no longer responds to pressure, while \(a=-1/4\) and \(V_1\simeq n\propto p^{-1/4}\). The midpoint \(f=\frac12\) requires \(V_1=2V_2\), which by the relative weight above occurs when \(D_1=E_C-E_F\). The binding energy must therefore lie several \(kT\) below \(E_C-E_F\) for the one-sixth law to hold well.

Neutral vacancies carry no charge and do not alter this result as long as all vacancies remain dilute. They may still matter for the total vacancy count. Their ratio to \(V_2\) is proportional to \(n^2\), so mass action gives \(V_0\propto V_2n^2\propto p^{-1/2}\).

For the model oxide take \(D_1=0.3\) eV and a second electron bound by 0.2 eV. A numerical solution of the charge balance, with Fermi–Dirac electrons, all three vacancy states and holes across a 6 eV gap, gives:

| \(p\) (bar) | \(V_2\), law (cm\(^{-3}\)) | \(V_2\), full (cm\(^{-3}\)) | exponent |
|---|---|---|---|
| \(10^{-10}\) | \(9.28\times10^{16}\) | \(9.18\times10^{16}\) | \(-0.1648\) |
| \(10^{-6}\) | \(2.00\times10^{16}\) | \(1.99\times10^{16}\) | \(-0.1663\) |
| \(10^{-2}\) | \(4.31\times10^{15}\) | \(4.31\times10^{15}\) | \(-0.1666\) |

The departure grows towards low pressure because \(V_1/V_2\) is proportional to \(n\). At \(10^{-10}\) bar this ratio is 0.034, so \(f=0.034/2.034=0.017\), and Proposition 1 gives the printed exponent. The law overestimates \(V_2\) there by about 1% of the full value. Both columns neglect interactions between the charges. For a relative permittivity of 20, a Debye–Hückel estimate of their mutual screening raises \(V_2\) by about 5% at this pressure, so the 1% measures the effect of electron capture, not the accuracy of the law for a real oxide. The same holds for the exponent. The screening correction to \(\ln V_2\), about 0.05, scales as the inverse screening length and so as \(p^{-1/12}\). It shifts the exponent by about \(-0.05/12\simeq-0.004\), more than capture does and in the opposite direction.

Deeper levels change the picture. At \(10^{-6}\) bar, \(D_1=0.6\) eV gives \(f=0.06\) and an exponent of \(-0.160\). With \(D_1=1.2\) eV, \(f=0.99\) and the exponent is \(-0.002\). An oxide whose vacancies hold their first electron that strongly does not follow the one-sixth law under these conditions, even though all other assumptions are unchanged.

## When acceptors fix the charge

**Proposition 2.** If singly ionised vacancies are negligible and fixed acceptors of density \(A\), each carrying charge \(-e\), contribute to the balance \(2V_2=n+A\), then with \(h=n/(n+A)\)

\[
\frac{d\ln V_2}{d\ln p}=-\frac{h}{2(2+h)}.
\]

*Proof.* With \(a\) and \(b\) as before, differentiating the balance at fixed \(A\) gives \(2V_2b=na\), so \(b=ha\). Mass action becomes \((2+h)a=-\frac12\), and multiplication of \(a\) by \(h\) gives the result. ∎

For \(A\ll n\), \(h\to1\) and the exponent returns to \(-1/6\). For \(A\gg n\), the acceptors fix \(V_2=A/2\), and mass action leaves

\[
n=\left(\frac{2K}{A}\right)^{1/2}p^{-1/4}.
\]

Because \(n\) falls as pressure rises while \(A\) does not, a given acceptor density matters most at high pressure. In the model oxide, \(A=10^{19}\) cm\(^{-3}\) at \(10^{-6}\) bar gives \(V_2=5.0\times10^{18}\) cm\(^{-3}\), 250 times the undoped value. Interactions between the charges, neglected under assumption 2, are no longer weak at this density. They would change \(n\), but not \(V_2\), which neutrality fixes. The computed exponents are 0.000 for \(V_2\) and \(-0.250\) for \(n\).

## When the film is too thin to be neutral

Let a film of thickness \(d\) lie between two electrodes that hold \(E_C-E_F=\Phi\) at both faces, and assume that \(\Phi\) does not change with oxygen pressure. Oxygen exchange is still assumed to reach equilibrium throughout the film. Charge is treated as a smooth density, which leaves out the attraction of a single vacancy to its image charges in the electrodes. Let \(n_0=(2K)^{1/3}p^{-1/6}\) be the electron density of the neutral bulk, \(\phi\) the electrostatic potential relative to that bulk, and \(u=e\phi/kT\).

A positive potential lowers \(E_C\) by \(e\phi\), so Lemma 3 gives \(n=n_0e^u\). The energy \(G\) refers to a vacancy and two electrons at the same place, a neutral set, and is unaffected by \(\phi\). Lemma 2 therefore holds locally and gives \(V_2=\frac12n_0e^{-2u}\). Poisson's equation \(\phi''=-e(2V_2-n)/\varepsilon\) becomes

\[
u''=\frac{e^2n_0}{\varepsilon kT}\left(e^u-e^{-2u}\right).
\]

For small \(u\) the bracket is \((1+u)-(1-2u)=3u\). Hence \(u''=u/L^2\), with the screening length

\[
L=\left(\frac{\varepsilon kT}{3e^2n_0}\right)^{1/2}.
\]

**Proposition 3.** As \(d\to0\) at fixed \(\Phi\), the exponent of \(V_2\) in the middle tends to \(-1/2\). When \(d\gg L\), it tends to \(-1/6\).

*Proof.* Since \(u''\) has the sign of \(u\), the potential \(u\) lies between 0 and its face value, and \(u''\) is bounded. The difference in \(u\) between face and middle therefore vanishes as \(d^2\). In the first case \(E_F-E_C\) thus keeps its face value \(-\Phi\) throughout, at every pressure. The only pressure dependence left in Lemma 2 is the gas term, which gives \(p^{-1/2}\). In the second case \(u\) decays as \(e^{-z/L}\) away from each face once it is small. The middle is then neutral and the theorem applies. ∎

For relative permittivity 20 and \(p=10^{-6}\) bar, \(L=31\) nm. With \(\Phi=1.0\) eV the reduced potential at the faces is

\[
u_f=\frac{0.8811-1.0}{0.10341}=-1.15,
\]

so vacancies accumulate there by a factor \(e^{2.30}\simeq10\). Numerical solution of the nonlinear equation gives these values in the middle:

| \(d\) (nm) | \(V_2\) (cm\(^{-3}\)) | exponent |
|---|---|---|
| 3 | \(1.98\times10^{17}\) | \(-0.496\) |
| 30 | \(1.22\times10^{17}\) | \(-0.320\) |
| 100 | \(3.90\times10^{16}\) | \(-0.150\) |
| 300 | \(2.06\times10^{16}\) | \(-0.158\) |
| 2000 | \(2.00\times10^{16}\) | \(-0.167\) |

In this smooth-charge model the 3 nm film holds ten times the neutral-bulk density and follows the fixed-Fermi-level law. Using the bulk formula for this film would give both the wrong density and the wrong pressure dependence. Between metal electrodes, image attraction would lower the energy of a doubly ionised vacancy in the middle by a further \((2e)^2\ln2/(4\pi\varepsilon d)=0.067\) eV. That raises the density there by another factor of about 1.9 but, being independent of pressure, leaves the exponent near \(-1/2\).

**Remark (the approach to the bulk).** With vacancies accumulated at the faces, as here, the exponent does not move steadily from \(-1/2\) to \(-1/6\): at 100 and 300 nm it is weaker than either limit. In a thick film the tails from the two faces add, so \(u_{\rm mid}=-2Be^{-d/2L}\), where \(B\) depends on \(u_f\) alone. Let \(V_{\rm bulk}=n_0/2\). Then

\[
\ln V_2=\ln V_{\rm bulk}+q,\qquad q=4Be^{-d/2L}.
\]

Since \(n_0\propto p^{-1/6}\), \(L\propto p^{1/12}\), and the exponent is

\[
-\frac16+q\left(\frac{d}{24L}+\frac{d\ln B}{d\ln p}\right).
\]

The first term in the bracket says that higher pressure lengthens the screening length and lets more of the face accumulation reach the middle. The second is found by multiplying the reduced equation by \(u'\) and integrating from the neutral bulk:

\[
(Lu')^2=\tfrac23\left(e^u+\tfrac12e^{-2u}-\tfrac32\right).
\]

At \(u_f=-1.15\) this gives \(Lu'=1.59\). Moving the starting face inward by \(dz\) changes \(u_f\) by \(u'dz\) and \(\ln B\) by \(-dz/L\), so \(d\ln B/du_f=-1/1.59\). The electron density at the face is fixed while \(n_0\) falls, so \(du_f/d\ln p=1/6\) and \(d\ln B/d\ln p=-0.105\).

At 300 nm the printed densities give \(q=\ln(2.0566/1.9998)=0.028\), and \(d/24L=0.405\). The predicted exponent is \(-0.1667+0.028(0.405-0.105)=-0.158\), as computed. The second term does not grow with \(d\), so for sufficiently thick films the first prevails and, since \(q>0\), the exponent approaches \(-1/6\) from the weaker side. This depends on \(u_f<0\). If \(\Phi\) is smaller than the bulk value of 0.88 eV, the faces are depleted of vacancies, \(B\) and \(q\) are negative, and the approach is from the stronger side.

An exponent near \(-1/6\) therefore does not by itself establish bulk neutrality: the 100 nm film comes close to it while its middle holds almost twice the bulk vacancy density. The thickness must also be compared with \(L\). The full set of values is in the numerical output.

## Table of computed values

```
Temperature: 1200 K;  kT = 0.10341 eV
Formation free energy G: 4.0 eV;  G/kT = 38.682
Oxygen-site density Ns: 5.0e+22 cm^-3
Gap: 6.0 eV;  relative permittivity: 20
Electron binding, first and second: 0.3, 0.2 eV
Effective density of states Nc: 2.0075e+20 cm^-3
Mass-action constant K: 3.1991e+46 cm^-9 bar^(1/2)
Reference pressure of the example: 1e-06 bar
Law: V2 = 1.9998e+16 cm^-3, n = 3.9996e+16 cm^-3
Law: conduction edge minus Fermi level = 0.8811 eV
Full solution: V2 = 1.9949e+16, V1 = 1.4481e+14, V0 = 9.9912e+10 cm^-3
Full solution: n = 4.0043e+16 cm^-3, edge minus Fermi level = 0.8810 eV
V2 factor for 10x pressure: 0.6813; for 64x pressure: 0.5000
O2 chemical potential shift for 100x pressure: 0.4762 eV
Explicit sum: V2 at 1e-6 bar = 1.9997e+16 cm^-3
Explicit sum: V2 at 1e-4 bar = 9.2810e+15 cm^-3
Explicit sum: exponent = -0.16668
p (bar) | V2 law (cm^-3) | V2 full (cm^-3) | V1/V2 | exponent
1e-10 | 9.2823e+16 | 9.1771e+16 | 0.0338 | -0.1648
1e-08 | 4.3085e+16 | 4.2857e+16 | 0.0157 | -0.1658
1e-06 | 1.9998e+16 | 1.9949e+16 | 0.0073 | -0.1663
1e-04 | 9.2823e+15 | 9.2717e+15 | 0.0034 | -0.1665
1e-02 | 4.3085e+15 | 4.3062e+15 | 0.0016 | -0.1666
First binding (eV) | f = V1/n | V2 exponent | -1/2 + 1/(3-f)
0.3 | 0.0036 | -0.1663 | -0.1663
0.6 | 0.0631 | -0.1595 | -0.1595
1.2 | 0.9903 | -0.0023 | -0.0024
Acceptors 1e+19 cm^-3: V2 = 5.0001e+18 cm^-3
Acceptor case exponents: V2 -0.0000, n -0.2500
Screening length: formula 30.86 nm, from Poisson solution 30.86 nm
Film faces: conduction edge 1.0 eV above Fermi level
Film thickness (nm) | V2 in the middle (cm^-3) | exponent
3 | 1.9773e+17 | -0.4961
30 | 1.2198e+17 | -0.3199
100 | 3.9007e+16 | -0.1496
300 | 2.0566e+16 | -0.1583
2000 | 1.9998e+16 | -0.1667
```
